# Signs and Traces of the Unrelaxed MP2 Density Blocks

In a Hartree-Fock determinant every spin orbital is either full or empty. Correlation lets pairs of electrons make virtual excursions from occupied to empty orbitals, so the occupied orbitals should lose some charge, the empty ones should gain it, and the number of electrons should not change. Second-order Møller-Plesset theory (MP2) describes these excursions by pair amplitudes. Does the density built from them behave as the picture suggests, for every choice of orbitals within each space, and where does the picture stop being reliable?

## Setting and conventions

Hartree atomic units and a finite basis are used. Indices $i,j,k,l$ denote occupied spin orbitals, $a,b,c,d$ virtual ones, and $p,q,r,s$ any. The determinant $|0\rangle$ is a canonical Hartree-Fock solution with orbital energies $\varepsilon_p$, and every occupied level lies below every virtual level. The Hamiltonian is $H(\lambda)=F+\lambda V$, with the physical value $\lambda=1$ and

$$F=\sum_p\varepsilon_p a_p^\dagger a_p,\qquad
V=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle a_p^\dagger a_q^\dagger a_s a_r-\sum_{pq}v_{pq}a_p^\dagger a_q ,$$

where $v_{pq}=\sum_k\langle pk\|qk\rangle$ is the mean field and $\langle pq\|rs\rangle$ is an antisymmetrized integral. The ground state is expanded as $|\Psi\rangle=|0\rangle+\lambda|1\rangle+\lambda^2|2\rangle+\dots$ in intermediate normalization, $\langle0|n\rangle=0$ for $n\ge1$. The density matrix is $\gamma_{pq}=\langle\Psi|a_p^\dagger a_q|\Psi\rangle/\langle\Psi|\Psi\rangle$.

**Lemma 1 (first-order state).** The first-order state contains double excitations alone:

$$|1\rangle=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a_a^\dagger a_b^\dagger a_ja_i|0\rangle,\qquad
t_{ij}^{ab}=\frac{\langle ab\|ij\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

*Proof.* With $F|0\rangle=E_0|0\rangle$, the first-order equation, projected on excited determinants, is $(F-E_0)|1\rangle=-V|0\rangle$. For a single excitation $i\to a$, the interaction contributes $\sum_k\langle ak\|ik\rangle$, because four equal index arrangements cancel the factor $\tfrac14$. The mean-field term subtracts $v_{ai}$, which is the same sum, so single excitations are absent (Brillouin's theorem). For a double excitation the one-body term cannot contribute, and four equal arrangements give $\langle ab\|ij\rangle$. Dividing $-\langle ab\|ij\rangle$ by the excitation energy $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$ gives $t_{ij}^{ab}$. Higher excitations are out of reach of a two-body operator. The unrestricted sum counts each determinant four times, with equal contributions since $t$ is antisymmetric in $ij$ and in $ab$; hence the prefactor. $\square$

The squared norm of this state is

$$N=\langle1|1\rangle=\tfrac1{16}\cdot4\sum_{ijab}|t_{ij}^{ab}|^2=\tfrac14\sum_{ijab}|t_{ij}^{ab}|^2,$$

because each determinant overlaps with its four index arrangements, whose signs are compensated by those of $t$.

## The theorem

**Theorem.** Under these assumptions, the second-order corrections to the occupied and virtual blocks of $\gamma$ are

$$D_{ij}=-\tfrac12\sum_{kab}t_{ik}^{ab}\,(t_{jk}^{ab})^*,\qquad
D_{ab}=+\tfrac12\sum_{ijc}(t_{ij}^{ac})^*\,t_{ij}^{bc}.$$

They satisfy

$$\operatorname{Tr}D_{oo}=-2N,\qquad \operatorname{Tr}D_{vv}=+2N,\qquad D_{oo}\preceq0,\qquad D_{vv}\succeq0,$$

and no eigenvalue of either block exceeds $N$ in magnitude.

The unrelaxed MP2 density is, by definition, the Hartree-Fock density plus these two blocks, with the occupied-virtual block set to zero. The signs belong to the correction $D$; the total occupied block is $1+D_{oo}$.

**Lemma 2 (second-order expectation value).** For $O=a_i^\dagger a_j$ or $O=a_a^\dagger a_b$, the second-order part of $\langle O\rangle$ is $\langle1|O|1\rangle-N\langle0|O|0\rangle$.

*Proof.* The numerator of the expectation value has the second-order coefficient

$$\langle1|O|1\rangle+\langle0|O|2\rangle+\langle2|O|0\rangle ,$$

and the denominator is $1+\lambda^2N+O(\lambda^3)$. Its reciprocal, $1-\lambda^2N+\dots$, multiplies the zeroth-order numerator and supplies $-N\langle0|O|0\rangle$.

The terms with $|2\rangle$ must vanish. Removing $j$ and then adding $i$ to the full set of occupied orbitals gives zero unless $i=j$, so $a_i^\dagger a_j|0\rangle=\delta_{ij}|0\rangle$, and the adjoint operator acts likewise. Both terms are then proportional to $\langle0|2\rangle$ or its conjugate, which is zero. For two virtual indices, $O|0\rangle=O^\dagger|0\rangle=0$. $\square$

**Lemma 3 (removing a particle, filling a hole).**

$$a_b|1\rangle=\tfrac12\sum_{ijc}t_{ij}^{bc}\,a_c^\dagger a_ja_i|0\rangle,\qquad
a_i^\dagger|1\rangle=-\tfrac12\sum_{kab}t_{ik}^{ab}\,a_a^\dagger a_b^\dagger a_k|0\rangle .$$

*Proof.* Moving $a_b$ to the right through two creation operators gives

$$a_ba_c^\dagger a_d^\dagger=\delta_{bc}a_d^\dagger-\delta_{bd}a_c^\dagger+a_c^\dagger a_d^\dagger a_b .$$

The last term dies, since $a_b$ passes the two occupied annihilators and meets $|0\rangle$. The other two give $\tfrac14\sum t_{ij}^{bd}a_d^\dagger a_ja_i|0\rangle$ and $-\tfrac14\sum t_{ij}^{cb}a_c^\dagger a_ja_i|0\rangle$. Since $t_{ij}^{cb}=-t_{ij}^{bc}$, they are equal and add to the first result.

For the second, write the state with occupied labels $k,l$. The operator $a_i^\dagger$ passes the two virtual creators without a net sign, and

$$a_i^\dagger a_la_k=\delta_{il}a_k-\delta_{ik}a_l+a_la_ka_i^\dagger .$$

The last term vanishes because orbital $i$ is already full in $|0\rangle$. The first two contribute $\tfrac14\sum t_{ki}^{ab}a_a^\dagger a_b^\dagger a_k|0\rangle$ and $-\tfrac14\sum t_{il}^{ab}a_a^\dagger a_b^\dagger a_l|0\rangle$. With $t_{ki}^{ab}=-t_{ik}^{ab}$ and $l$ renamed $k$, they are equal and sum to the stated result. $\square$

## Proof of the theorem

**Virtual block.** Here $\langle0|a_a^\dagger a_b|0\rangle=0$, so Lemma 2 gives $D_{ab}=\langle1|a_a^\dagger a_b|1\rangle$, the inner product of $a_a|1\rangle$ with $a_b|1\rangle$. The states $a_c^\dagger a_ja_i|0\rangle$ are orthonormal apart from the antisymmetry in $ij$. Therefore

$$D_{ab}=\tfrac14\sum_{ijc}(t_{ij}^{ac})^*\left(t_{ij}^{bc}-t_{ji}^{bc}\right)=\tfrac12\sum_{ijc}(t_{ij}^{ac})^*t_{ij}^{bc}.$$

**Occupied block.** Now $\langle0|a_i^\dagger a_j|0\rangle=\delta_{ij}$. Using $a_i^\dagger a_j=\delta_{ij}-a_ja_i^\dagger$,

$$D_{ij}=\delta_{ij}N-\langle1|a_ja_i^\dagger|1\rangle-N\delta_{ij}=-\langle1|a_ja_i^\dagger|1\rangle .$$

The normalization term has cancelled, leaving minus the hole density. This is the inner product of $a_j^\dagger|1\rangle$ with $a_i^\dagger|1\rangle$, taken with a minus sign. The two minus signs from Lemma 3 multiply to plus one, and the antisymmetry in $ab$ turns $\tfrac14$ into $\tfrac12$, which gives the stated $D_{ij}$.

**Traces.** Setting the free indices equal and summing,

$$\operatorname{Tr}D_{oo}=-\tfrac12\sum_{ikab}|t_{ik}^{ab}|^2=-2N,\qquad
\operatorname{Tr}D_{vv}=\tfrac12\sum_{ijac}|t_{ij}^{ac}|^2=2N .$$

The factor 2 is the number of holes, and of particles, in a double excitation.

**Signs.** For any coefficients $c$,

$$\sum_{ab}c_a^*D_{ab}c_b=\Big\|\sum_bc_ba_b|1\rangle\Big\|^2\ge0,\qquad
\sum_{ij}c_i^*D_{ij}c_j=-\Big\|\sum_ic_i^*a_i^\dagger|1\rangle\Big\|^2\le0 .$$

These inequalities cover every linear combination within a block, which is more than a statement about diagonal elements.

**Bound.** Let $\sum|c_b|^2=1$ and $A=\sum_bc_ba_b$. Then $AA^\dagger+A^\dagger A=1$ and $A^2=0$, so $(A^\dagger A)^2=A^\dagger(1-A^\dagger A)A=A^\dagger A$. Thus $A^\dagger A$ is a projector, and $\langle1|A^\dagger A|1\rangle\le\langle1|1\rangle=N$. The same argument with $A=\sum_ic_ia_i$ makes $AA^\dagger$ a projector and bounds the hole density. $\square$

**Remark (zero eigenvalues and a saturated bound).** The word semidefinite cannot be replaced by definite. Take two electrons and three virtual spin orbitals, and let $\tau_{ab}=t_{12}^{ab}$. Since $\tau^T=-\tau$ and the dimension is three, $\det\tau=\det\tau^T=-\det\tau$, hence $\det\tau=0$. The virtual block is $D_{vv}=\tau^*\tau^T$, so a null vector of $\tau^T$ is an orbital combination that receives no charge. The other two eigenvalues add to $2N$ and neither can exceed $N$, so both equal $N$. With random interactions, exact diagonalization and differentiation in $\lambda$ give $0$, $0.0272$ and $0.0272$, with $N=0.0272$.

## What the unrelaxed density leaves out

The occupied-virtual block has no first-order part, because $|1\rangle$ has no single excitations. At second order, $a_i^\dagger a_a$ turns a double excitation into a single one, so $\langle1|a_i^\dagger a_a|1\rangle=0$. Also $a_a|0\rangle=0$ removes $\langle2|a_i^\dagger a_a|0\rangle$. What remains is

$$\gamma_{ia}^{(2)}=\langle0|a_i^\dagger a_a|2\rangle ,$$

the amplitude of the single excitation $i\to a$ in the second-order state. Nothing in the theorem makes it vanish. In a test model with three electrons in seven spin orbitals, its largest element is $0.033$, while the largest eigenvalue magnitude in the diagonal blocks is $0.035$. Setting this block to zero is therefore a definition, and an omission of the same order in $\lambda$ as the terms kept.

One consequence is that the unrelaxed density can be diagonalized separately in the two spaces. Its natural orbitals can therefore be chosen so that none mixes occupied with virtual orbitals; only when an occupation number is shared by the two blocks are mixed choices equally valid.

## The density as an energy derivative

**Proposition.** Let $h$ be a Hermitian one-electron operator with occupied-occupied and virtual-virtual elements only. Replace $F$ by $F+\xi h$ while holding $|0\rangle$, the orbitals and $V$ fixed. Then, at $\xi=0$,

$$\frac{dE_2}{d\xi}=\sum_{ij}D_{ij}h_{ij}+\sum_{ab}D_{ab}h_{ab}.$$

*Proof.* The MP2 energy $E_2$ is the stationary value of the Hylleraas functional

$$J=\langle1|F-E_0|1\rangle+\langle1|V|0\rangle+\langle0|V|1\rangle$$

with respect to the double-excitation amplitudes. Its stationarity condition is the equation of Lemma 1, and inserting that equation leaves $J=\langle0|V|1\rangle=E_2$. The determinant remains an eigenstate of $F+\xi h$, because $h$ does not connect the two spaces, and $E_0$ changes by $\xi\langle0|h|0\rangle$. Stationarity removes the contribution from changing amplitudes, so only the explicit dependence on $\xi$ survives:

$$\frac{dE_2}{d\xi}=\langle1|h|1\rangle-N\langle0|h|0\rangle .$$

Expanding $h=\sum h_{pq}a_p^\dagger a_q$ and using Lemma 2 gives the result. $\square$

This supplies a second reason for the cancellation of the traces. If $h$ is the identity, all levels move together, no excitation energy changes, and $E_2$ stays constant; the sum of the two traces must be zero. Raising the occupied levels alone shrinks the gaps, makes $E_2$ more negative, and has slope $-2N$.

## When an occupation becomes negative

An occupation number of a spin orbital must lie between 0 and 1. The bound shows that $1+D_{oo}$ can have a negative eigenvalue only if $N>1$. That this does occur is seen when one determinant pair is strongly coupled. Let a single double excitation lie $\Delta=0.2$ hartree above $|0\rangle$ in the spectrum of $F$, with coupling $K=0.3$ hartree. The model assumes that no other determinant couples to these two and that $V$ has equal diagonal elements in them. The same $\Delta$ then separates the diagonal elements of $H$, and energies are measured from $\langle0|H|0\rangle$. Then

$$t=-\frac K\Delta=-1.5,\qquad N=t^2=2.25,\qquad 1-N=-1.25 .$$

The last number is the unrelaxed occupation of each orbital that the pair leaves. The exact lower energy is $E=\tfrac12(\Delta-R)$ with $R=\sqrt{\Delta^2+4K^2}$. Its derivative with respect to $\Delta$ is the weight of the excited determinant, so the exact occupation is $\tfrac12(1+\Delta/R)=0.66$. The sign of the correction is right; its size is not.

Normalizing $|0\rangle+|1\rangle$ keeps occupations physical. For this state the two blocks become $D/(1+N)$, since dividing the numerator by $1+N$ and subtracting the Hartree-Fock value gives $(\langle1|O|1\rangle-N\langle0|O|0\rangle)/(1+N)$. Here the occupation is $1/3.25=0.31$, physical but still far from exact.

This repair has a cost. For $M$ identical fragments that do not interact, amplitudes connecting different fragments vanish, so $N$ is $M$ times the fragment value $N_1$, while $D$ is block diagonal with the same blocks as for one fragment. Normalization would divide every local depletion by $1+MN_1$, making it depend on distant matter. The unrelaxed density does not have this defect. The same argument shows that $N>1$ does not by itself signal a bad occupation in a large system.

## Closed shells

For a closed shell with real orbitals, let $i,j,k,a,b,c$ now label spatial orbitals, and define

$$T_{ij}^{ab}=\frac{(ia|jb)}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Spin conservation gives amplitude $T_{ij}^{ab}$ for $i\alpha,j\beta\to a\alpha,b\beta$, amplitude $-T_{ij}^{ba}$ for $i\alpha,j\beta\to a\beta,b\alpha$, and $T_{ij}^{ab}-T_{ij}^{ba}$ when all spins agree.

**Corollary.** The spin-summed blocks are

$$D_{ij}=-2\sum_{kab}T_{ik}^{ab}(2T_{jk}^{ab}-T_{jk}^{ba}),\qquad
D_{ab}=2\sum_{ijc}T_{ij}^{ac}(2T_{ij}^{bc}-T_{ij}^{cb}).$$

*Proof.* For the $\alpha$ occupied block, $k\beta$ contributes $2\sum T_{ik}^{ab}T_{jk}^{ab}$ from the two virtual spin arrangements. The $k\alpha$ term is $\sum(T_{ik}^{ab}-T_{ik}^{ba})(T_{jk}^{ab}-T_{jk}^{ba})=2\sum T_{ik}^{ab}(T_{jk}^{ab}-T_{jk}^{ba})$ after relabelling $a\leftrightarrow b$. Their sum times $-\tfrac12$, doubled for the $\beta$ block, is the first formula. The virtual block follows in the same way, with $i\leftrightarrow j$ relabelled and $T_{ij}^{ca}=T_{ji}^{ac}$. $\square$

The signs are hidden in these expressions. They reappear on writing $T=s+u$, with $s$ even and $u$ odd under exchange of the upper labels. Then $2T_{jk}^{ab}-T_{jk}^{ba}=s_{jk}^{ab}+3u_{jk}^{ab}$, and products of even with odd parts cancel in the sum over $a,b$:

$$D_{ij}=-2\sum_{kab}\left(s_{ik}^{ab}s_{jk}^{ab}+3u_{ik}^{ab}u_{jk}^{ab}\right).$$

Exchanging upper labels is equivalent to exchanging lower ones, so $D_{ab}=2\sum_{ijc}(s_{ij}^{ac}s_{ij}^{bc}+3u_{ij}^{ac}u_{ij}^{bc})$ likewise. The even part describes singlet pairs and the odd part triplet pairs, whose three spin components give the factor 3. The trace yields $N=\sum(s^2+3u^2)$.

## Example: the cadmium atom

Cadmium has a closed shell, with a filled $4d$ shell beneath $5s^2$. The calculation uses RHF and MP2 in the def2-TZVP basis, with an effective core potential replacing 28 electrons and all 20 others correlated. The MP2 energy is $-0.4972$ hartree. The norm is $N=0.0566+0.0401=0.0967$ from singlet and triplet pairs, and the traces are $\mp2N=\mp0.1934$ electrons. These numbers belong to this basis, which has a single set of $f$ functions and no $g$ functions, and they are not converged: def2-QZVPP gives $E_2=-0.793$ hartree, $N=0.143$ and traces $\mp0.287$.

The natural occupations per spatial orbital show where the charge comes from:

| Shell | Occupation | Loss of whole shell |
|---|---:|---:|
| $5s$ | 1.9409 | 0.0591 |
| $4d$ | 1.9776 | $5\times0.0224=0.1120$ |
| $4p$ | 1.9936 | $3\times0.0064=0.0192$ |
| $4s$ | 1.9969 | 0.0031 |

The losses add to $0.1934$. The $5s$ orbital loses most per orbital, but the five $4d$ orbitals together supply 58% of the charge. The largest virtual occupations are $0.0199$ in each of three $p$ orbitals and $0.0101$ in each of five $d$ orbitals; a set of seven $f$ orbitals receives $0.0625$ in total. In def2-QZVPP the $5s$ and $4d$ occupations fall to 1.926 and 1.964, the $4d$ share rises to 62%, and the $f$ set (0.0157 per orbital) overtakes the $d$ set (0.0108), behind $p$ (0.0245). The smallest virtual eigenvalue is about $10^{-8}$, so this block is positive but nearly singular.

Equal and opposite traces do not mean that the density is unchanged. The blocks alter $\langle r^2\rangle$, summed over the 20 electrons, by

$$-0.889+1.011=+0.122\ \text{bohr}^2 ,$$

which is 0.25% of the RHF value, $49.63$ bohr². Per transferred electron, $0.889/0.1934=4.6$ bohr² is removed and $1.011/0.1934=5.2$ bohr² is added: taken alone, these two blocks would move charge slightly outward. The derivative of $E_2$ with $h=r^2$ in the two blocks gives the same $0.122$ bohr², as the proposition requires. This is only the unrelaxed part of the change, and here it has the wrong sign. The occupied-virtual block, evaluated from the single-excitation amplitudes of $|2\rangle$, contributes $4\sum_{ia}t_i^a(r^2)_{ia}=-0.859$ bohr² at the same order, where $(\varepsilon_i-\varepsilon_a)\,t_i^a=\sum_{jbc}(ab|jc)(2T_{ij}^{bc}-T_{ij}^{cb})-\sum_{jkb}(ji|kb)(2T_{jk}^{ab}-T_{jk}^{ba})$. The full second-order change is therefore $-0.737$ bohr²: the charge contracts. The signs persist in larger bases but the sizes do not. The unrelaxed sum stays between $+0.10$ and $+0.12$ bohr², while in def2-QZVPP the occupied-virtual part is $-1.52$ and the total $-1.41$ bohr². This strict second-order value also differs from the relaxed MP2 result, the field derivative of the MP2 correlation energy with the orbitals reoptimized. That derivative is $-1.59$ bohr² in def2-TZVP, and the same derivative for CCSD is $-1.10$ bohr². An unrelaxed density can thus mislead even about the direction in which correlation moves charge.

The numerical check checks the block formulas against exact diagonalization of small models and, for cadmium, against energy derivatives.

## Table of computed values

```
MODEL A: 3 electrons, 7 spin orbitals, random complex interaction
A orbital energies (hartree): -1.5 -1.2 -1.0 0.3 0.5 0.8 1.1
A norm N of first-order wavefunction: 0.036860
A eigenvalues of D_oo, exact diagonalization: -0.034601 -0.030768 -0.008352
A eigenvalues of D_oo, amplitudes: -0.034601 -0.030768 -0.008352
A eigenvalues of D_vv, exact diagonalization: 0.002790 0.008213 0.029360 0.033357
A eigenvalues of D_vv, amplitudes: 0.002790 0.008213 0.029360 0.033357
A traces of exact blocks, oo and vv: -0.073721 0.073721
A largest deviation between the two routes: 3.8e-11
A largest element of exact second-order ov block: 0.032657
MODEL B: 2 electrons, 3 virtual spin orbitals
B orbital energies (hartree): -1.2 -1.0 0.3 0.5 0.8
B norm N: 0.027173
B exact eigenvalues of D_oo: -0.027173 -0.027173
B exact eigenvalues of D_vv: 0.000000 0.027173 0.027173
MODEL C: one strongly coupled pair excitation
C coupling and excitation energy (hartree): 0.3 0.2
C amplitude and N: -1.500 2.250
C occupation per spin orbital, unrelaxed MP2: -1.2500
C occupation, normalized first-order wavefunction: 0.3077
C occupation, exact two-state: 0.6581
CD ATOM: RHF and MP2, def2-TZVP with effective core potential
Cd core electrons replaced, electrons correlated: 28 20
Cd occupied and virtual spatial orbitals: 10 30
Cd RHF energy (hartree): -166.883923
Cd MP2 correlation energy (hartree): -0.497200
Cd norm N: 0.096699
Cd singlet-pair and triplet-pair parts of N: 0.056649 0.040050
Cd trace of D_oo and of D_vv (electrons): -0.193398 0.193398
Cd dE2/dxi, shift of occupied, of virtual levels: -0.193398 0.193398
Cd random perturbation, slope and Tr(D h): -0.064915 -0.064915
Cd occupied natural 5s x1: occupation 1.940893, canonical-shell weight 0.9966
Cd occupied natural 4d x5: occupation 1.977604, canonical-shell weight 1.0000
Cd occupied natural 4p x3: occupation 1.993595, canonical-shell weight 1.0000
Cd occupied natural 4s x1: occupation 1.996907, canonical-shell weight 0.9966
Cd virtual natural p x3: occupation 0.019858, group total 0.059574
Cd virtual natural d x5: occupation 0.010106, group total 0.050529
Cd virtual natural f x7: occupation 0.008924, group total 0.062469
Cd virtual natural s x1: occupation 0.006928, group total 0.006928
Cd virtual natural p x3: occupation 0.003047, group total 0.009142
Cd eigenvalues nearest zero, D_oo and D_vv: -3.09e-03 8.97e-09
Cd RHF <r^2>, all 20 electrons (bohr^2): 49.6267
Cd change of <r^2>, oo part, vv part, sum (bohr^2): -0.88895 1.01089 0.12195
Cd same sum from energy derivative (bohr^2): 0.12195
```
